# Strain and conduction-edge shift of a misfitting spherical dot

## Problem

A spherical semiconductor dot of radius $R$ is embedded in a matrix that extends to infinity. Without stress, the dot's lattice constant would differ from that of the matrix by the misfit

$$f=\frac{a_{\rm dot}}{a_{\rm matrix}}-1,\qquad |f|\ll1 .$$

The interface is coherent: lattice planes continue through it. Both crystals are cubic; treat them as linear, isotropic elastic media. The dot has bulk modulus $K_i$ and shear modulus $G_i$; the matrix has $K_m$ and $G_m$. All moduli are positive.

(a) Find how the strain depends on position inside and outside the dot.

(b) Find its magnitude.

(c) The dot has a conduction edge at $\Gamma$ that is nondegenerate apart from spin. Its deformation potential $a_c$ is the energy change per unit relative volume change. How does the edge shift, and how does the shift depend on $R$?

(d) Evaluate the results for $f=0.02$, $K_i=60$ GPa, $G_i=25$ GPa, $K_m=80$ GPa, $G_m=40$ GPa and $a_c=-7$ eV. These are round model parameters.

## Hints

1. Measure displacements from the unstrained matrix lattice. Symmetry leaves one unknown function, $u(r)$.
2. Balance the forces on half of a thin spherical shell. Write the result in terms of the trace of the strain.
3. Use the conditions at the centre and at infinity before those at the interface.
4. Stress and band energy respond to strain measured from the dot's own stress-free lattice, not from the matrix lattice.
5. For the band edge, ask which linear function of the strain is unchanged by every rotation of a cubic crystal.

## Solution

### Why the displacement is radial

Suppose two displacement fields solve the problem and vanish at infinity at least as fast as $1/r$, with stresses falling at least as fast as $1/r^2$. Their difference solves the same equations without misfit, so no load acts on it inside a large sphere of radius $r$. Its elastic energy there is half the work of the stresses on that sphere, of order $r^2\cdot r^{-2}\cdot r^{-1}$, which vanishes as $r\to\infty$, so the total elastic energy is zero. With positive moduli, zero energy means zero strain, and the difference is a rigid motion. Since it vanishes at infinity, it is zero. The solution is therefore unique.

Rotating the solution about the centre gives another solution, which must be the same one. At any point, the displacement is then unchanged by rotations about the line from the centre to that point, so it lies along that line: $\mathbf u=u(r)\hat{\mathbf r}$.

A radial line element is stretched by $u'$. A circle of radius $r$ becomes one of radius $r+u$. Hence

$$e_{rr}=u',\qquad e_{\theta\theta}=e_{\phi\phi}=\frac ur .$$

Two combinations are useful: the trace $\Delta$, which is the relative volume change to first order, and the difference $s$:

$$\Delta=u'+\frac{2u}{r},\qquad s=e_{rr}-e_{\theta\theta}=u'-\frac ur .$$

### Equilibrium

For an isotropic medium, $\sigma_{ij}=K\Delta\,\delta_{ij}+2G(e_{ij}-\Delta\,\delta_{ij}/3)$, with tension positive. Since $e_{rr}-\Delta/3=2s/3$ and $e_{\theta\theta}-\Delta/3=-s/3$,

$$\sigma_{rr}=K\Delta+\tfrac43Gs,\qquad \sigma_{\theta\theta}=K\Delta-\tfrac23Gs .$$

Now cut a shell between $r$ and $r+dr$ in half. Along the axis of the half-shell, the radial stresses give the net force $d(\pi r^2\sigma_{rr})$. The stress on the cut ring, of area $2\pi r\,dr$, balances it:

$$\frac{d}{dr}(r^2\sigma_{rr})=2r\sigma_{\theta\theta}
\quad\Longrightarrow\quad
\sigma_{rr}'+\frac2r(\sigma_{rr}-\sigma_{\theta\theta})=0 .$$

With $\sigma_{rr}-\sigma_{\theta\theta}=2Gs$ this becomes

$$K\Delta'+\tfrac43G\left(s'+\frac{3s}{r}\right)=0 .$$

The bracket can be expressed through $\Delta$:

$$s'+\frac{3s}{r}=u''-\frac{u'}r+\frac u{r^2}+\frac{3u'}r-\frac{3u}{r^2}
=u''+\frac{2u'}r-\frac{2u}{r^2}=\Delta' .$$

Therefore $(K+\tfrac43G)\Delta'=0$, so $\Delta$ is constant within each material. In the dot, the elastic strain is the total strain minus the constant $f$ in every direction. This subtraction changes neither $\Delta'$ nor $s$, so the same equation holds there for $u$.

Inserting $u=r^p$ into $\Delta'=0$ gives

$$p(p-1)+2p-2=(p-1)(p+2)=0,
\qquad u=ar+\frac b{r^2}.$$

### (a) The form of the strain

At the centre, $u$ must remain finite, so $b=0$ inside. Writing $A$ for the remaining constant, $u=Ar$ and

$$e_{rr}=e_{\theta\theta}=e_{\phi\phi}=A .$$

The total strain is uniform and hydrostatic. Subtracting $f$ leaves the elastic strain uniform and hydrostatic too.

Outside, $u$ must vanish at infinity, so $a=0$, $u=b/r^2$ and

$$e_{rr}=-\frac{2b}{r^3},\qquad
e_{\theta\theta}=e_{\phi\phi}=\frac b{r^3},\qquad \Delta=0 .$$

This strain is pure shear in the sense of being traceless, and it falls as $1/r^3$. For $b>0$ the matrix is squeezed radially and stretched tangentially, with no volume change to first order. Correspondingly, the volume pushed through a sphere of radius $r$ is $4\pi r^2u=4\pi b$, the same for every sphere in the matrix.

### (b) The magnitude

The stress-free dot lattice is larger than the matrix lattice by the factor $1+f$, while the actual dot lattice is larger by $1+A$. The elastic strain of the dot is therefore

$$e=\frac{1+A}{1+f}-1=\frac{A-f}{1+f}\simeq A-f$$

to first order.

Coherence makes $u$ continuous at $R$: $AR=b/R^2$, so $b=AR^3$. The radial stress must also be continuous. Inside, $\Delta=3e$ and $s=0$, giving $\sigma_{rr}=3K_i(A-f)$. Outside, $\Delta=0$ and $s=-3b/r^3$, giving $\sigma_{rr}=-4G_mb/r^3$, which is $-4G_mA$ at $r=R$. Hence

$$3K_i(A-f)=-4G_mA
\quad\Longrightarrow\quad
A=\frac{3K_i}{3K_i+4G_m}\,f ,$$

$$e=A-f=-\frac{4G_m}{3K_i+4G_m}\,f .$$

The dot has no shear strain, so $G_i$ is absent. The matrix has no volume change, so $K_m$ is absent. If $G_m\to0$, the matrix offers no resistance: $A\to f$ and $e\to0$. If $G_m\gg K_i$, the dot is held at the matrix lattice constant: $A\to0$ and $e\to-f$.

### (c) The conduction edge

To first order, the edge shift is a linear function of the elastic strain. A symmetry rotation of the crystal turns one strain into another but cannot change the energy of a single $\Gamma$ level. The shift therefore equals that produced by the strain averaged over the cubic rotations.

Twofold rotations about the cube axes reverse the signs of the off-diagonal components in pairs, so these average to zero. Threefold rotations permute the diagonal components, so these average to $\Delta/3$. What remains is a pure volume change, and the definition of $a_c$ gives

$$\Delta E_c=a_c\Delta=3a_ce
=-\frac{12\,a_cG_m}{3K_i+4G_m}\,f .$$

This is independent of $R$. The reason is one of scale: in an infinite matrix, $R$ is the only length in the elastic problem, and a uniform dimensionless strain cannot depend on a single length. The strained region of the matrix does grow with the dot. At a fixed distance $t$ from the interface, the tangential strain is $A/(1+t/R)^3$, whose magnitude increases with $R$.

In this isotropic model a nondegenerate $\Gamma$ edge of the matrix does not shift to first order, because $\Delta=0$ there. Real cubic crystals are elastically anisotropic, and then $\Delta$ does not vanish near the dot: for $C_{11}=119$, $C_{12}=54$, $C_{44}=59$ GPa in both materials and $f=0.02$, it is roughly $+0.0016$ along [100] and $-0.0008$ along [111] at $r\approx1.5R$. The argument does not cover a degenerate edge, whose levels can be mixed by shear, or a single valley away from $\Gamma$, which cubic rotations can turn into another valley.

The size independence also rests on the elastic model. An interface stress, a force per length, would supply a second length when divided by a modulus. Elastic anisotropy and a nonspherical shape change the values of the strain but add no length, so at fixed shape the strain pattern still only scales with the dot. Piezoelectric fields are left out.

Coherence itself limits the size. When a dislocation loop forms around the dot, the work done by the misfit stress grows as $R^2$, while the loop's own energy grows only about as $R\ln R$. A large enough dot can therefore lower its energy by forming dislocations, and the coherent result need not hold for it. A rough estimate sets the work $\pi R^2pb$ (dot pressure $p$, Burgers vector $b$) equal to the energy $\frac{Gb^2R}{2(1-\nu)}\left[\ln(8R/r_0)-1\right]$ of a prismatic loop with core radius $r_0$ and Poisson ratio $\nu$. For the parameters of part (d), with $b$ from 0.25 to 0.4 nm, $r_0$ from $b/4$ to $b$ and $G$ from 32 to 40 GPa, the break-even radius lies between about 4 and 12 nm. The 8 nm dot used below is therefore near or beyond the limit of equilibrium coherence.

### (d) Numbers

Here $3K_i=180$ GPa and $4G_m=160$ GPa, so

$$A=\frac{180}{340}(0.02)=0.0106,\qquad
e=-\frac{160}{340}(0.02)=-0.0094 .$$

The dot lattice is larger than the matrix lattice but smaller than its own stress-free lattice. The dot is compressed, with pressure $-3K_ie=1.69$ GPa. The trace of its elastic strain is $-0.02824$, and

$$\Delta E_c=(-7\ {\rm eV})(-0.02824)\simeq198\ {\rm meV}.$$

The edge rises. Using the total strain $A$ in place of $e$ would give the wrong sign.

Just outside the interface, the radial and tangential strains are $-0.0212$ and $0.0106$. At $r=2R$ they are eight times smaller. With $A$ held fixed, keeping the denominator $1+f$ in the elastic strain changes $e$ from $-0.00941$ to $-0.00923$, or 2%. But $A$ must also satisfy the force balance; solving $3K_ie=-4G_mA$ again with the denominator kept gives $e=-0.00932$, a change of only 1%. This shows the size of one second-order term, not the full error of linear elasticity. The stiffening of the dot under pressure matters more: with a Murnaghan equation of state for the dot, a pressure derivative $dK/dp$ of 4 to 5 and a linear matrix, the shift is about 187 to 191 meV, 4 to 6% below the linear value.

As a check, the elastic energy of radial displacements was minimized on a grid, without assuming the powers of $r$ found above. With a host of radius 200 nm, the shifts for $R=2$, 4 and 8 nm are 197.65, 197.65 and 197.64 meV. Doubling $G_i$ or $K_m$ leaves $e$ at $-0.0094$ to the digits given; doubling $G_m$ changes it to $-0.0128$, and doubling $K_i$ to $-0.0062$. These values are part of the numerical output below.

## Variation 1: a finite host

**Question.** The matrix ends at a stress-free sphere of radius $L$, concentric with the dot. Does the shift still not depend on $R$?

**Solution.** The matrix no longer reaches infinity, so both terms survive there: $u=Cr+b/r^2$. Its radial stress is $3K_mC-4G_mb/r^3$. Let $d=b/R^3$ and $x=(R/L)^3$. Zero stress at $L$ gives

$$C=\frac{4G_m}{3K_m}\,xd .$$

At $R$, continuity of stress gives $3K_ie=3K_mC-4G_md$, or

$$e=-\frac{4G_m(1-x)}{3K_i}\,d .$$

Continuity of displacement gives $e+f=C+d$. Inserting $C$ and $e$, then multiplying by $3K_i$,

$$d=\frac{3K_i\,f}{3K_i\left(1+\dfrac{4G_m}{3K_m}x\right)+4G_m(1-x)} .$$

For $x\to0$ this returns the infinite-matrix result. For $x\to1$ the host disappears and $e\to0$.

The shift now depends on $R/L$. For $L=20$ nm it is 197.5, 196.3 and 186.4 meV at $R=2$, 4 and 8 nm. The largest dot has $x=0.4^3=0.064$, and its shift is about 6% below the infinite-matrix value. The matrix also acquires a uniform trace $3C$, equal to 0.0014 for this dot, so its own conduction edge shifts too.

## Variation 2: the electron level

**Question.** Return to the infinite matrix. An electron of effective mass $m=0.1\,m_e$ is confined to the dot by hard walls. Is its lowest energy independent of $R$?

**Solution.** The uniform strain adds the constant potential $\Delta E_c$ inside the dot. The lowest state has no angular momentum, since angular momentum adds a positive centrifugal energy. With $\psi=\chi(r)/r$, the Schrödinger equation is

$$-\frac{\hbar^2}{2m}\chi''+\Delta E_c\,\chi=E\chi,
\qquad \chi(0)=\chi(R)=0 .$$

The nodeless solution is $\chi=\sin(\pi r/R)$, for which $\chi''=-(\pi/R)^2\chi$. Thus

$$E=\Delta E_c+\frac{\hbar^2\pi^2}{2mR^2}.$$

Measured from the unstrained dot edge:

| $R$ (nm) | confinement (meV) | level with strain (meV) |
|---|---|---|
| 2 | 940 | 1138 |
| 4 | 235 | 433 |
| 8 | 59 | 256 |

The level depends strongly on size, although the strain contributes the same 198 meV in each row. Size independence belongs to the local band edge, not to the confined level. Even the equal strain contribution needs hard walls and a mass unaffected by strain. With a barrier 1 eV above the unstrained dot edge, part of the state lies outside the dot, and the strain raises the level by 161, 192 and 197 meV at $R=2$, 4 and 8 nm. In a two-band model with a 1.5 eV gap that widens by the 198 meV at fixed interband coupling, the mass grows, and the hard-wall level rises by 154, 178 and 191 meV. The hard wall exaggerates the confinement: with a finite barrier and the same mass, the hard-wall state would still be an allowed trial state of the same energy, so the lowest level could not lie higher. The constant mass is a further idealization. In many semiconductors the conduction band rises less steeply than a parabola away from $\Gamma$, which lowers the confinement energy, most of all for the smallest dot. The table illustrates the size dependence; it does not predict the levels of a real 2 nm dot.

## Calculated quantities

```
misfit f = 0.020
dot: Ki = 60 GPa, Gi = 25 GPa
matrix: Km = 80 GPa, Gm = 40 GPa
a_c = -7.0 eV, electron mass = 0.1 m_e
allowed powers of r in u(r): [-2, 1]
total strain in dot A = 0.010588
elastic strain in dot e = -0.009412
e from ratio of lattice constants = -0.009227
trace of elastic strain in dot = -0.028235
pressure in dot = 1.6941 GPa
conduction-edge shift (formula) = 197.65 meV
outside, infinite host: r/R, radial strain, tangential strain
  1  -0.021176  0.010588
  2  -0.002647  0.001324
  4  -0.000331  0.000165
fitted decay exponent (R = 8 nm) = -3.00000
edge shift from energy minimization, L = 200 nm:
  R = 2 nm: 197.65 meV
  R = 4 nm: 197.65 meV
  R = 8 nm: 197.64 meV
edge shift from energy minimization, L = 20 nm:
  R = 2 nm: 197.47 meV, matrix trace 0.000021
  R = 4 nm: 196.25 meV, matrix trace 0.000170
  R = 8 nm: 186.40 meV, matrix trace 0.001366
hard-wall confinement energy; lowest level with strain:
  R = 2 nm: 940.1 meV; 1137.7 meV
  R = 4 nm: 235.0 meV; 432.7 meV
  R = 8 nm: 58.8 meV; 256.4 meV
computed elastic strain in dot when one modulus is doubled:
  none -0.009412, Gi -0.009412, Km -0.009412
  Gm -0.012800, Ki -0.006154
```
